\section*{Resistivity of a thin circular wire with diffuse walls: two derivations, part 2}

A long metal wire of circular cross-section has diameter $d$ and resistivity $\rho$. The bulk metal has free path $\lambda$ and resistivity $\rho_0=3\pi^2/(k_F^2\lambda)$. We ask for $\rho/\rho_0$ when $\kappa=d/\lambda$ is small. Algebra is in atomic units, $\hbar=m=e=1$. Electrons move classically at the Fermi speed $v=k_F$, with $k_F$ the Fermi wavenumber. Bulk scattering is elastic and isotropic; a diffuse wall re-emits electrons without memory of their arrival direction.

Let $\theta$ be the angle between velocity and wire axis, $d\Omega$ the element of solid angle, $L$ the distance back along the path to the wall, and $s=L\sin\theta$ its projection on the cross-section. Averaged over uniformly distributed points of the disk, $\langle s\rangle=4d/(3\pi)$. With the same average, the Boltzmann equation gave for $S=\rho_0/\rho$
\begin{equation}
S=\frac3{4\pi}\left\langle\int d\Omega\,\cos^2\theta\left(1-e^{-L/\lambda}\right)\right\rangle,
\qquad \frac S\kappa\to1,
\label{eq:recall}
\end{equation}
as $\kappa\to0$. This is the full integral, called the chord integral when evaluated along chords of the disk. The leading law is $\rho/\rho_0\simeq\lambda/d$; with the logarithmic correction, $\rho/\rho_0\simeq\lambda/d+\tfrac38[\ln(\lambda/d)+C]$, where $C\approx1.059$. The logarithm comes from directions close to the axis.

That derivation wrote the electron distribution as $f_0+E\lambda f_0'h$, with $f_0$ the equilibrium function of energy, $f_0'$ its energy derivative and $E$ the axial field. Reflection symmetry along the axis gave $h=0$ for electrons leaving a diffuse wall.

A second route follows the spreading of electrons along the wire without a field. With $N$ the number of states per volume and energy at the Fermi level, $\sigma$ the conductivity and $D$ the axial diffusion constant, equilibrium in a static potential requires
\begin{equation}
\sigma=ND .
\label{eq:einstein}
\end{equation}
For a wire much wider than the Fermi wavelength, $N$ is the bulk value. With $\sigma_0$ and $D_0$ the bulk values of $\sigma$ and $D$,
\begin{equation}
S=\frac{\sigma}{\sigma_0}=\frac D{D_0}.
\label{eq:SD}
\end{equation}
It remains to find $D$ from the electron's random walk.

\subsection{Independent axial steps}

Between collisions the electron makes a straight flight with axial displacement $\zeta_i$. After a time $T$ its displacement is $z=\sum_i\zeta_i$. Isotropic bulk scattering and diffuse wall scattering both choose the new direction without regard to the old one, and with equal probability for $\cos\theta$ and $-\cos\theta$. Given everything that happened before flight $j$, including whether that flight starts before $T$, its displacement is therefore positive or negative with equal weight. Its duration does not depend on the sign. All cross terms vanish:
\begin{equation}
\langle\zeta_i\zeta_j\rangle=0\quad(i\ne j),\qquad
\langle z^2\rangle=\Big\langle\sum_i\zeta_i^2\Big\rangle .
\end{equation}
At long times $\langle z^2\rangle=2DT$. If flights of type $\alpha$ start at the rate $\nu_\alpha$ per electron, then
\begin{equation}
D=\frac12\sum_\alpha\nu_\alpha\langle\zeta^2\rangle_\alpha .
\label{eq:Dsum}
\end{equation}

In the bulk, flights start at the rate $v/\lambda$ and have exponentially distributed lengths, whose mean square is $2\lambda^2$. Since $\cos^2\theta$ averages to $1/3$ independently of the length,
\begin{equation}
D_0=\frac12\,\frac v\lambda\,\frac{2\lambda^2}3=\frac{v\lambda}3 .
\label{eq:D0}
\end{equation}

\subsection{Flights from wall to wall}

In equilibrium the electrons fill the wire uniformly and isotropically. With density $n$, the flux onto unit wall area is
\begin{equation}
\frac{nv}{4\pi}\int_0^{2\pi}\!d\phi\int_0^{\pi/2}\!\cos\chi\sin\chi\,d\chi=\frac{nv}4,
\end{equation}
where $\chi$ is the angle from the normal. A unit length of wire has wall area $\pi d$ and contains $n\pi d^2/4$ electrons, so each electron meets the wall at the rate
\begin{equation}
\nu_w=\frac{(nv/4)\,\pi d}{n\pi d^2/4}=\frac vd .
\label{eq:rate}
\end{equation}

Diffuse emission must send out the same angular distribution of flux that an isotropic gas delivers; otherwise the wall would disturb equilibrium. The probability of an outgoing direction is therefore proportional to its normal component. Let $\beta$ be the angle between the projected direction and the inward normal. The normal component is $\sin\theta\cos\beta$ and the solid angle is $\sin\theta\,d\theta\,d\beta$, so
\begin{equation}
p(\theta,\beta)\,d\theta\,d\beta=\frac1\pi\sin^2\theta\cos\beta\,d\theta\,d\beta,
\qquad 0<\theta<\pi,\quad |\beta|<\frac\pi2 .
\label{eq:emission}
\end{equation}
The factor $1/\pi$ normalizes it, because the angular integrals are $\pi/2$ and $2$.

The projected chord has length $d\cos\beta$. The flight from wall to wall has length $L=d\cos\beta/\sin\theta$ and axial displacement $\zeta=d\cos\beta\cot\theta$. As a check on \eqref{eq:rate}, the mean length is
\begin{equation}
\langle L\rangle_w=\frac d\pi\int_0^\pi\sin\theta\,d\theta\int_{-\pi/2}^{\pi/2}\cos^2\beta\,d\beta
=\frac d\pi\cdot2\cdot\frac\pi2=d ,
\end{equation}
which corresponds to a mean time $d/v$ between wall collisions. The mean square displacement is
\begin{equation}
\langle\zeta^2\rangle_w=\frac{d^2}\pi\int_0^\pi\cos^2\theta\,d\theta
\int_{-\pi/2}^{\pi/2}\cos^3\beta\,d\beta
=\frac{d^2}\pi\cdot\frac\pi2\cdot\frac43=\frac{2d^2}3 .
\label{eq:zeta}
\end{equation}
It is finite although single flights can be arbitrarily long: the emission probability falls as $\sin^2\theta$ towards the axis and cancels the divergence of $\cot^2\theta$. With wall collisions alone,
\begin{equation}
D_w=\frac12\,\frac vd\,\frac{2d^2}3=\frac{vd}3,\qquad
\frac{D_w}{D_0}=\frac d\lambda .
\label{eq:Dw}
\end{equation}
Comparison with \eqref{eq:D0} shows that $d$ replaces $\lambda$ with coefficient one.

\subsection{Rare bulk collisions do not change the limit}

Bulk collisions cut some flights short and start new ones. Let $X$ be the smaller of $L$ and an exponentially distributed length of mean $\lambda$. The probability that $X$ exceeds $l<L$ is $e^{-l/\lambda}$, so
\begin{equation}
M(L)\equiv\langle X^2\rangle=\int_0^L2l\,e^{-l/\lambda}\,dl .
\end{equation}
The inequality $e^{-l/\lambda}\ge1-l/\lambda$ gives $L^2(1-2L/3\lambda)\le M\le L^2$. Replacing the factor $2l$ by $2L$ also gives $M\le2\lambda L$.

Separate the directions with $\sin\theta<\sqrt\kappa$. For all others $L/\lambda\le\sqrt\kappa$. For flights leaving the wall, the weight of $\cos^2\theta L^2$ in \eqref{eq:zeta} is $\cos^2\theta\,d\theta$, and the separated directions hold a vanishing share of it. Hence $\langle\zeta^2\rangle_w$ still tends to $2d^2/3$.

Flights starting from bulk collisions begin at uniformly distributed points with isotropic directions. They add $(v/2\lambda)\langle\cos^2\theta\,M\rangle$ to $D$. Outside the separated cone $M/\lambda\le L^2/\lambda\le\sqrt\kappa\,L$; inside it $M/\lambda\le2L$. The average of $\cos^2\theta\,L$ over all directions is
\begin{equation}
\frac12\int_0^\pi\sin\theta\cos^2\theta\,\frac{\langle s\rangle}{\sin\theta}\,d\theta
=\frac\pi4\,\frac{4d}{3\pi}=\frac d3 ,
\end{equation}
again with weight $\cos^2\theta\,d\theta$. The added term is thus $vd$ times a factor that vanishes with $\kappa$. Together with \eqref{eq:SD} this proves $S/\kappa\to1$ a second time.

\subsection{Why the two routes agree at every diameter}

Take one flight of length $X$. Its contribution to \eqref{eq:Dsum} can be written as
\begin{equation}
\frac{\zeta^2}2=\frac{\cos^2\theta\,X^2}2=\int_0^X\cos\theta\,\big[(X-l)\cos\theta\big]\,dl .
\end{equation}
The square bracket is the axial displacement still to come. Summing over flights per unit time is therefore the same as averaging $v\cos\theta$ times the remaining displacement over a random instant. At such an instant position and direction are uniformly distributed. An exponential free path has no memory, so the mean remaining length is
\begin{equation}
\int_0^Le^{-l/\lambda}\,dl=\lambda\left(1-e^{-L/\lambda}\right),
\end{equation}
with $L$ now the forward distance to the wall. Reversing all directions turns it into the backward distance without changing the average. Hence
\begin{equation}
D=\frac{v\lambda}{4\pi}\left\langle\int d\Omega\,\cos^2\theta\left(1-e^{-L/\lambda}\right)\right\rangle,
\end{equation}
and division by $D_0=v\lambda/3$ reproduces \eqref{eq:recall} for any $\kappa$.

This agreement was tested by following electrons through explicit bulk and wall collisions at $\kappa=0.2$. The observed axial spreading gives $S=0.1590$ with a standard error of $0.0009$; the Boltzmann integral gives $0.1590$. Agreement to the last digit is accidental. Besides the sampling error, the finite observation time $T=20\lambda/v$ lowers the expected simulated value by about $0.0014$, to $0.1576$, so the test confirms the integral to about one percent. The leading value $S=\kappa=0.2$ is clearly too large at this diameter.

\subsection{A worked example}

Take round model parameters: Fermi energy 5 eV, $\lambda=4000$ angstrom and $d=100$ angstrom. Then
\begin{equation}
\kappa=\frac{100}{4000}=0.025,\qquad \frac\lambda d=40 .
\end{equation}
The Fermi wavenumber is $1.146$ per angstrom, so the Fermi wavelength is $2\pi/1.146\approx5.48$ angstrom, about one eighteenth of the diameter. A count of the transverse modes of a hard-walled wire gives 794 per spin, against the large-area estimate $(k_Fd)^2/16\approx820$. Many modes are occupied, which the classical description requires but which does not suffice for the logarithmic correction. The lowest mode of the hard-walled wire has the transverse wavenumber $2.405/(d/2)$ and so makes an angle of about $0.042$ with the axis, larger than $\kappa=0.025$. Directions closer to the axis than this angle hold no mode, yet in the classical integral they supply about two fifths of the excess over the leading law; the rest comes from larger angles. The digits given below are those of the classical model, not predictions for a real wire.

The full integral gives $\rho/\rho_0=41.87$. The leading law is low by $1.87$, which is $4.7\%$ of the leading value. The correction accounts for most of this:
\begin{equation}
40+\frac38\,(\ln40+1.059)=40+\frac38\,(3.689+1.059)\approx41.78 .
\end{equation}
The bulk resistivity is $23.17$ ohm angstrom, hence
\begin{equation}
\rho\approx23.17\times41.87\approx970\ \text{ohm angstrom},
\end{equation}
or $9.70$ microohm cm. Doubling $\lambda$ at fixed $d$ halves the bulk resistivity but lowers that of the wire merely to 951 ohm angstrom. The limiting value is 927 ohm angstrom.

At $\lambda/d=10$, $100$ and $1000$ the difference $\rho/\rho_0-\lambda/d$ is $1.46$, $2.17$ and $3.00$. It grows while its size relative to $\lambda/d$ falls from $14.6\%$ to $2.2\%$ and $0.30\%$, as the logarithmic correction requires.

For the chosen $\lambda$, the excess over the leading law is $5\%$ of that law at $d\approx109$ angstrom and $1\%$ at $d\approx16$ angstrom. The second diameter is about three Fermi wavelengths, where the classical description is no longer justified. With this free path the leading law cannot be trusted to $1\%$ at any diameter. In wider wires its error within the classical model is larger, and once $d$ is comparable with $\lambda$ the logarithmic correction fails too and the full integral is needed. In narrower wires the classical description itself fails. The values behind this example are in the numerical output.

\subsection{What each derivation assumes}

Both derivations use classical flights at one speed, a spherical Fermi surface, isotropic bulk scattering and walls without memory. Neither includes grain boundaries or interference between scattering events, so neither describes quantum localization.

The Boltzmann route assumes a response linear in the field. It needs the wall condition $h=0$, which rests on reflection symmetry along the axis. The cosine law of emission enters through the requirement that $f_0$ itself be undisturbed by the wall. In return this route gives the current density at each point. In the thin limit the local conductivity relative to the bulk is $(3\pi/4\lambda)$ times the average of $s$ over projected directions. On the axis $s=d/2$, giving $3\pi\kappa/8$. At the wall half the directions have $s=0$ and the others $s=d\cos\beta$, with overall mean $d/\pi$, giving $3\kappa/4$. The current is therefore not uniform, even when $d\ll\lambda$.

The random-walk route needs no perturbed distribution, but it assumes the equilibrium relation \eqref{eq:einstein}, a stationary uniform gas and an explicit emission law. It gives the total current rather than its profile. Its advantage is that the effect of wall memory can be read off.

Suppose each wall collision is mirror-like with probability $p<1$ and diffuse otherwise. In a circular wire a mirror reflection preserves $\theta$ and the chord length, so one diffuse emission starts a run of $m$ equal axial steps, with probability $(1-p)p^{m-1}$. Then $\langle m^2\rangle=(1+p)/(1-p)^2$, while runs start at the rate $(1-p)v/d$. When bulk collisions are negligible,
\begin{equation}
D=\frac12\,\frac{(1-p)v}d\,\frac{1+p}{(1-p)^2}\,\frac{2d^2}3
=\frac{vd}3\,\frac{1+p}{1-p}.
\end{equation}
At fixed $p$ the limit becomes
\begin{equation}
\frac{\rho}{\rho_0}\simeq\frac{1-p}{1+p}\,\frac\lambda d .
\end{equation}
The coefficient one thus belongs to fully diffuse walls. As $p\to1$ the runs become long, and bulk collisions can be neglected only if the typical run, of order $d/(1-p)$, stays much shorter than $\lambda$. Even then the approach is slow: at $\kappa=0.025$ and $p=0.5$ the classical resistivity lies about $15\%$ above this limit.

Both laws assume that $p$ does not depend on the angle of incidence. A real rough wall tends to reflect like a mirror at grazing incidence. If $1-p$ vanishes as $\cos^2\chi=\sin^2\theta\cos^2\beta$, the wall-only integral for $D$ behaves as $\int d\theta/\theta^2$ and diverges, so wall collisions alone no longer fix $\rho$. A run then has length of order $d/\theta^3$ and reaches $\lambda$ at $\theta\sim\kappa^{1/3}$. The cone within this angle contributes $S\sim\kappa^{2/3}$, which exceeds $\kappa$ as $\kappa\to0$. The proportionality of $\rho/\rho_0$ to $\lambda/d$ is therefore a property of walls that remain partly diffuse at all angles, not of every wire.

\section*{Numbers as computed}
\begin{verbatim}
mean wall distance / d: 0.424413
mean squared wall distance / d^2: 0.250000
correction constant C: 1.059079
simulation, d/lambda: 0.20
simulation, rho0/rho: 0.1590
simulation, standard error: 0.0009
chord integral, rho0/rho: 0.1590
simulation, final mean r^2/R^2: 0.5008
table: d/lambda, rho/rho0, lambda/d, difference, relative excess
0.100 11.4594 10.0 1.4594 0.14594
0.010 102.1716 100.0 2.1716 0.02172
0.001 1002.9967 1000.0 2.9967 0.00300
Fermi energy: 5.0 eV
bulk free path: 4000 angstrom
wire diameter: 100 angstrom
d/lambda: 0.0250
Fermi wavenumber: 1.1456 1/angstrom
Fermi wavelength: 5.485 angstrom
transverse modes per spin, counted: 794
transverse modes per spin, area estimate: 820.2
rho/rho0, chord integral: 41.8670
rho/rho0, leading law: 40.0000
rho/rho0, with correction: 41.7805
relative excess over leading law: 4.67 percent
bulk resistivity: 23.172 ohm angstrom
wire resistivity: 970.16 ohm angstrom
wire resistivity converted: 9.702 microohm cm
leading wire resistivity: 926.89 ohm angstrom
wire resistivity, doubled free path: 951.17 ohm angstrom
d/lambda for 5 percent excess: 0.02717
diameter for 5 percent excess: 108.7 angstrom
d/lambda for 1 percent excess: 0.00401
diameter for 1 percent excess: 16.1 angstrom
\end{verbatim}
